# Umerski's Closed-Form Surface Green's Function and Decimation near Band Edges: a numerical check

```python
# Surface Green's function g of a left semi-infinite lead: H[n,n]=u, H[n,n+1]=t,
# H[n+1,n]=t^+, z=E+i*eta. Adding a layer, g -> (z-u-t^+ g t)^-1, is the Moebius map
# X.g with M.y=(a y+b)(c y+d)^-1 and X=[[0,t^-1],[-t^+,(z-u)t^-1]].
# Result under test: g=O12 O22^-1 from the N eigenvectors of X with |lambda|>1.
# Decimation step k equals 2^k layers. Near a band minimum E0 (E=E0+D theta^2),
# g=g0+G1*theta, theta=-sqrt((z-E0)/D): decimation bias ~sqrt(eta), closed-form
# rounding ~sqrt(eps). Energies in eV, g in 1/eV, spectral norms.
import numpy as np, scipy.linalg as sl, sympy as sp, mpmath as mp
from scipy import constants as C
inv = np.linalg.inv
nrm = lambda m: np.linalg.norm(m, 2)
dag = lambda m: m.conj().T
eps = np.finfo(float).eps
rng = np.random.default_rng(7)
crand = lambda n: rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n))

def mob(M, y):
    n = len(y)
    return (M[:n, :n]@y + M[:n, n:]) @ inv(M[n:, :n]@y + M[n:, n:])
def Xmat(z, u, t):
    n = len(u); ti = inv(t)
    return np.block([[np.zeros((n, n)), ti], [-dag(t), (z*np.eye(n)-u)@ti]])
def modes(z, u, t, dX=0):
    n = len(u); lam, O = np.linalg.eig(Xmat(z, u, t) + dX)
    lam = lam.astype(complex); O = O.astype(complex)
    O = O/np.linalg.norm(O[:n], axis=0)
    vel = -2*np.imag(lam*np.einsum('ij,ik,kj->j', O[:n].conj(), t, O[:n]))
    o = np.argsort(np.log(abs(lam)) - vel/nrm(t))
    return lam[o], O[:, o], vel[o]
def closed(z, u, t, dX=0):
    n = len(u); O = modes(z, u, t, dX)[1]
    return np.linalg.solve(O[n:, n:].T, O[:n, n:].T).T
def stack(z, u, t, L):      # definition: corner block of the resolvent of L layers
    n = len(u)
    H = np.kron(np.eye(L), u) + np.kron(np.eye(L, k=1), t) + np.kron(np.eye(L, k=-1), dag(t))
    return inv(z*np.eye(n*L) - H)[-n:, -n:]
def decimate(z, u, t, kmax=200):
    I = np.eye(len(u)); es = u.copy(); eb = u.copy(); al = dag(t); be = t
    hist = [inv(z*I-es)]
    for _ in range(kmax):
        G = inv(z*I-eb); p = al@G@be
        es = es+p; eb = eb+p+be@G@al; al, be = al@G@al, be@G@be
        hist.append(inv(z*I-es))
        if nrm(al)*nrm(be) < 1e-40: break
    return hist

# general complex lead, N=3
N = 3; r = crand(N); ur = (r+dag(r))/2; tr = 0.5*crand(N); I3 = np.eye(N)
M1, M2, y = crand(2*N), crand(2*N), crand(N)
assert nrm(mob(M1@M2, y)-mob(M1, mob(M2, y))) < 1e-9*(1+nrm(mob(M1@M2, y)))
for E in np.linspace(-4, 4, 17):
    for eta in (1e-3, 0.1, 2.0):
        lam, O, vel = modes(E+1j*eta, ur, tr)
        assert np.all(abs(lam[:N]) < 1) and np.all(abs(lam[N:]) > 1)
        assert np.allclose(-vel/2*(1-abs(lam)**-2), eta, rtol=1e-6, atol=1e-10)
        g = closed(E+1j*eta, ur, tr); gm = O[:N, :N]@inv(O[N:, :N])
        assert np.linalg.eigvalsh((g-dag(g))/2j).max() < 0
        assert np.linalg.eigvalsh((gm-dag(gm))/2j).min() > 0
z = 0.3+0.2j; X = Xmat(z, ur, tr); lam, O, _ = modes(z, ur, tr); Oi = inv(O)
y0 = mob(Oi, np.zeros((N, N))); g = np.zeros((N, N))
for L in range(1, 9):
    g = mob(X, g); gs = stack(z, ur, tr, L)
    assert nrm(g-gs) < 1e-10
    yl = np.diag(lam[:N]**L)@y0@np.diag(lam[N:]**(-1.0*L))
    assert nrm(mob(Oi, gs)-yl) < 1e-9*(1+nrm(y0))
for k, gk in enumerate(decimate(z, ur, tr, 5)):
    assert nrm(gk-stack(z, ur, tr, 2**k)) < 1e-10
assert nrm(closed(0.3+1j, ur, tr)-stack(0.3+1j, ur, tr, 200)) < 1e-10
r = crand(N); b = crand(N); g = r+dag(r)-1j*b@dag(b)     # dissipative start
for _ in range(2000): g = inv(z*I3-ur-dag(tr)@g@tr)
assert nrm(g-closed(z, ur, tr)) < 1e-10
Us, sv, Vh = np.linalg.svd(tr); ts = Us@np.diag([sv[0], sv[1], 0])@Vh   # singular hopping
P = np.block([[0*I3, I3], [-dag(ts), (0.3+1j)*I3-ur]]); Q = np.block([[I3, 0*I3], [0*I3, ts]])
Z = sl.ordqz(P, Q, sort=lambda a_, b_: abs(a_) > abs(b_), output='complex')[5]
gq = inv((0.3+1j)*I3-ur-dag(ts)@Z[:N, :N]@inv(Z[N:, :N]))
assert nrm(gq-stack(0.3+1j, ur, ts, 200)) < 1e-10

# two-band model and 120-digit reference
u = np.array([[0, -.25], [-.25, .5]]); t = np.array([[-1, .5], [-.25, -.5]])
mp.mp.dps = 120
mul = lambda a, b: (a[0]*b[0]+a[1]*b[2], a[0]*b[1]+a[1]*b[3], a[2]*b[0]+a[3]*b[2], a[2]*b[1]+a[3]*b[3])
add = lambda a, b: tuple(p+q for p, q in zip(a, b))
def res(z, e):
    d = (z-e[0])*(z-e[3])-e[1]*e[2]
    return ((z-e[3])/d, e[1]/d, e[2]/d, (z-e[0])/d)
def ref(E, eta=0.0):
    z = mp.mpc(mp.mpf(float(E)), mp.mpf(float(eta)) if eta > 0 else mp.mpf(10)**-40)
    f = lambda m: tuple(mp.mpc(float(x)) for x in m.ravel())
    es = eb = f(u); al, be = f(t.T), f(t)
    for _ in range(400):
        G = res(z, eb); aG, bG = mul(al, G), mul(be, G); p = mul(aG, be)
        es = add(es, p); eb = add(add(eb, p), mul(bG, al)); al, be = mul(aG, al), mul(bG, be)
        if max(map(abs, al))*max(map(abs, be)) < mp.mpf(10)**-90:
            return np.array([complex(x) for x in res(z, es)]).reshape(2, 2)
    raise RuntimeError
band = lambda th: np.linalg.eigvalsh(u+t*np.exp(1j*th)+t.T*np.exp(-1j*th))
w, V = np.linalg.eigh(u+t+t.T); H1 = 1j*(t-t.T); H2 = -(t+t.T)
def curv(j):
    m = 1-j; c = V[:, m]@H1@V[:, j]/(w[j]-w[m])
    return (V[:, j]@H2@V[:, j])/2+abs(c)**2*(w[j]-w[m]), c*V[:, m]
(D, a1), Dl, E0, El = curv(1), curv(0)[0], w[1], w[0]
h = 1e-3
assert np.allclose((band(h)+band(-h)-2*band(0))/(2*h*h), [Dl, D], rtol=1e-5)
us, tq = sp.Matrix(u.tolist()).applyfunc(sp.nsimplify), sp.Matrix(t.tolist()).applyfunc(sp.nsimplify)
Xs = sp.Matrix(sp.BlockMatrix([[sp.zeros(2), tq.inv()], [-tq.T, (sp.nsimplify(E0)*sp.eye(2)-us)*tq.inv()]]))
x = sp.symbols('x'); cp = Xs.charpoly(x).as_expr()
assert cp.subs(x, 1) == 0 and sp.diff(cp, x).subs(x, 1) == 0 and (Xs-sp.eye(4)).rank() == 3
lam, O, vel = modes(E0, u, t); lo, vo = lam[3], vel[3]; th0 = np.angle(lo)
assert abs((band(th0+1e-5)[0]-band(th0-1e-5)[0])/2e-5-vo) < 1e-7 and vo < 0
A = np.column_stack([O[:2, 3], V[:, 1]]); Ai = inv(A); Fi = A@np.diag([1/lo, 1])@Ai
B = np.column_stack([[0, 0], a1])@Ai
G1 = (B@Fi-Fi@B+A@np.diag([0, -1j])@Ai)@inv(t); n1 = nrm(G1)
theta = lambda d, eta: -np.sqrt(complex(d/D, eta/D))
g0 = ref(E0)
assert nrm(Fi@inv(t)-g0) < 1e-12
assert nrm((ref(E0, 1e-12)-g0)/theta(0, 1e-12)-G1) < 1e-4
erg, hb, me, a = C.e*1e7, C.hbar*1e7, C.m_e*1e3, 3e-8
cs = lambda m: ", ".join(f"{q.real:.5f}{q.imag:+.5f}i" for q in m.ravel())
print("u (eV) =", u.tolist()); print("t (eV) =", t.tolist())
print(f"a = {a:.1e} cm; machine eps = {eps:.3e}; sqrt(eps) = {eps**.5:.3e}")
print(f"upper edge E0 = {E0:.4f} eV, D = {D:.4f} eV, m*/m = {hb**2/(2*D*erg*a*a*me):.4f}")
print(f"lower edge = {El:.4f} eV, D_low = {Dl:.4f} eV")
print(f"open mode at E0: theta = {th0:.5f} rad, dE/dtheta = {vo:.5f} eV = {vo*erg*a/hb:.4e} cm/s")
print("g0 (1/eV):", cs(g0)); print("Sigma0 (eV):", cs(t.T@g0@t)); print("G1 (1/eV):", cs(G1))
print(f"|g0| = {nrm(g0):.4f}, |G1| = {n1:.4f} 1/eV; surface DOS = {-np.trace(g0).imag/np.pi:.5f} 1/eV")
print("delta, eta in eV; errors in 1/eV")
for d in (-1e-4, -1e-8, 0.0, 1e-8, 1e-4):
    E = E0+d; da = E-E0; gr = ref(E); ec = nrm(closed(E, u, t)-gr); c = 50*eps
    bound = 1e-13+n1/np.sqrt(D)*c/(np.sqrt(abs(da)+c)+np.sqrt(abs(da)))
    assert ec < bound      # backward error allowed up to 50 eps
    print(f"delta {d:+.0e}: closed form eta=0 error {ec:.1e} (bound {bound:.1e})")
    for eta in (1e-6, 1e-10):
        hs = decimate(E+1j*eta, u, t); tot = nrm(hs[-1]-gr); rd = nrm(hs[-1]-ref(E, eta))
        pred = n1*abs(theta(da, eta)-theta(da, 0.0))
        assert abs(tot/pred-1) < 10*np.sqrt(abs(da)+eta) and rd < 1e-9   # O(theta) correction
        print(f"  decim eta {eta:.0e}: err {tot:.3e} pred {pred:.3e} round {rd:.0e} steps {len(hs)-1}")
etan = D*(1e-6/n1)**2; hs = decimate(E0+1j*etan, u, t); en = nrm(hs[-1]-g0)
assert abs(en/1e-6-1) < 0.1
print(f"eta for 1e-6 1/eV at edge = {etan:.3e} eV: error {en:.3e} 1/eV, steps {len(hs)-1}")
dX = rng.normal(size=(4, 4)); dX /= nrm(dX)
for d, want in ((0.0, 10), (1e-2, 100)):
    gr = ref(E0+d); e8, e10 = (nrm(closed(E0+d, u, t, s*dX)-gr) for s in (1e-8, 1e-10))
    assert abs(e8/e10/want-1) < 0.02
    print(f"perturb X by 1e-8,1e-10 at delta {d:.0e} eV: {e8:.2e},{e10:.2e} 1/eV, ratio {e8/e10:.2f}")
eta, tol = 1e-6, 1e-9
for name, E, rate in (("E0, open channel", E0, 2*eta/abs(vo)), ("lower edge", El, 2*np.sqrt(eta/2/Dl))):
    ll = np.sort(np.log(abs(modes(E+1j*eta, u, t)[0]))); assert abs((ll[2]-ll[1])/rate-1) < 1e-2
    gr = ref(E, eta); hs = decimate(E+1j*eta, u, t)
    k = next(i for i, gk in enumerate(hs) if nrm(gk-gr) < tol); kp = np.log2(np.log(1/tol)/rate)
    assert abs(k-np.ceil(kp)) <= 1
    print(f"{name}: eta {eta:.0e} eV, ln(1/rho) {rate:.3e}, steps to {tol:.0e} 1/eV: {k} (pred {kp:.2f})")
gh = decimate(E0+0.1, u, t, 10)[-1]; gr = ref(E0+0.1)
assert nrm(gh-dag(gh)) < 1e-8*nrm(gh) and nrm(gr-dag(gr)) > 0.1
assert nrm(closed(E0+0.1, u, t)-gr) < 1e-12

# chain, hopping tau = 1 eV: folded edge at the band centre
u1, t1 = np.zeros((1, 1)), np.ones((1, 1))
def chain(z):
    z = mp.mpc(z); return complex((z-mp.sqrt(z-2)*mp.sqrt(z+2))/2)
sc = []
for eta in np.logspace(-6, -4, 41):
    sc.append(abs(decimate(1j*eta, u1, t1)[-1][0, 0]-chain(1j*eta))*eta**2/eps)
    assert abs(closed(1j*eta, u1, t1)[0, 0]-chain(1j*eta)) < 1e-13
    assert abs(decimate(1+1j*eta, u1, t1)[-1][0, 0]-chain(1+1j*eta)) < 1e-12
assert 0.02 < np.median(sc[:20]) < 5 and 0.02 < np.median(sc[21:]) < 5
print(f"chain tau=1 eV, E=0, eta 1e-6..1e-4 eV: median err*eta^2/eps = {np.median(sc):.2f} eV")
for E in (0.0, 1.0):
    z = E+1e-6j
    print(f"chain E={E:.0f} eV, eta 1e-6 eV: decim {abs(decimate(z,u1,t1)[-1][0,0]-chain(z)):.1e},"
          f" closed {abs(closed(z,u1,t1)[0,0]-chain(z)):.1e} 1/eV")
print("all good")
```

It prints:

```
u (eV) = [[0.0, -0.25], [-0.25, 0.5]]
t (eV) = [[-1.0, 0.5], [-0.25, -0.5]]
a = 3.0e-08 cm; machine eps = 2.220e-16; sqrt(eps) = 1.490e-08
upper edge E0 = -0.5000 eV, D = 0.8750 eV, m*/m = 0.4838
lower edge = -2.0000 eV, D_low = 0.6250 eV
open mode at E0: theta = -1.62082 rad, dE/dtheta = -1.58892 eV = -7.2420e+07 cm/s
g0 (1/eV): 0.04000-0.79900i, 0.04000-0.79900i, 0.04000-0.79900i, -1.96000-0.79900i
Sigma0 (eV): -0.06250-1.24844i, -0.25000+0.00000i, -0.25000+0.00000i, -0.50000+0.00000i
G1 (1/eV): 0.59925+0.03000i, -0.39950-1.02000i, -0.39950-1.02000i, -1.39825+1.43000i
|g0| = 2.4436, |G1| = 2.6000 1/eV; surface DOS = 0.50866 1/eV
delta, eta in eV; errors in 1/eV
delta -1e-04: closed form eta=0 error 1.7e-14 (bound 1.6e-12)
  decim eta 1e-06: err 1.391e-04 pred 1.390e-04 round 1e-14 steps 27
  decim eta 1e-10: err 1.391e-08 pred 1.390e-08 round 7e-14 steps 40
delta -1e-08: closed form eta=0 error 1.0e-12 (bound 1.5e-10)
  decim eta 1e-06: err 2.589e-03 pred 2.589e-03 round 2e-13 steps 27
  decim eta 1e-10: err 1.390e-06 pred 1.390e-06 round 2e-13 steps 40
delta +0e+00: closed form eta=0 error 3.0e-08 (bound 2.9e-07)
  decim eta 1e-06: err 2.779e-03 pred 2.780e-03 round 1e-13 steps 27
  decim eta 1e-10: err 2.780e-05 pred 2.780e-05 round 4e-12 steps 40
delta +1e-08: closed form eta=0 error 1.9e-12 (bound 1.5e-10)
  decim eta 1e-06: err 2.589e-03 pred 2.589e-03 round 3e-13 steps 27
  decim eta 1e-10: err 1.390e-06 pred 1.390e-06 round 8e-13 steps 40
delta +1e-04: closed form eta=0 error 2.8e-15 (bound 1.6e-12)
  decim eta 1e-06: err 1.382e-04 pred 1.390e-04 round 6e-14 steps 27
  decim eta 1e-10: err 1.382e-08 pred 1.390e-08 round 4e-14 steps 40
eta for 1e-6 1/eV at edge = 1.294e-13 eV: error 1.000e-06 1/eV, steps 50
perturb X by 1e-8,1e-10 at delta 0e+00 eV: 2.18e-04,2.18e-05 1/eV, ratio 10.00
perturb X by 1e-8,1e-10 at delta 1e-02 eV: 8.09e-08,8.09e-10 1/eV, ratio 100.00
E0, open channel: eta 1e-06 eV, ln(1/rho) 1.259e-06, steps to 1e-09 1/eV: 25 (pred 23.97)
lower edge: eta 1e-06 eV, ln(1/rho) 1.789e-03, steps to 1e-09 1/eV: 14 (pred 13.50)
chain tau=1 eV, E=0, eta 1e-6..1e-4 eV: median err*eta^2/eps = 0.14 eV
chain E=0 eV, eta 1e-6 eV: decim 3.3e-05, closed 1.6e-16 1/eV
chain E=1 eV, eta 1e-6 eV: decim 6.2e-16, closed 6.7e-16 1/eV
all good
```
